Self-Consistent Jellium Surface: Screened Poisson Iteration, Sum-Rule Checks and Work Functions

**1. A surface that can be solved by hand**

Put an electron gas against an impenetrable wall at z = b, with the metal at z < b. Hartree atomic units are used throughout. The normal wave function is sin(k(z−b)), and every state up to the Fermi wave number K is filled. Where must the positive background end for the system to be neutral?

At fixed normal wave number k, the parallel wave vectors fill a disk of area π(K²−k²). With two spins this gives 2π(K²−k²)/(2π)² = (K²−k²)/(2π) electrons per unit area. In a long metal of length L the allowed k have spacing π/L, and the normalized density of one state is (2/L)ψ². The sum over k therefore becomes (2/π)∫dk ψ², and

n(z) = (1/π²) ∫₀^K (K²−k²) ψ_k(z)² dk.   (1)

Deep inside, ψ² averages to 1/2, so n̄ = K³/(3π²). With s = b−z and sin²(ks) = [1−cos(2ks)]/2, the density missing near the wall is

n̄ − n = (1/2π²) ∫₀^K (K²−k²) cos(2ks) dk.

Integrating over s from 0 to S replaces cos(2ks) by sin(2kS)/(2k). As S grows, only k near zero contributes, and ∫₀^∞ sin(2kS)/k dk = π/2. The missing charge is K²/(8π), which divided by n̄ is a length 3π/(8K). The background must stop that far inside the wall. With its edge at z = 0,

b = 3π/(8K).

Now write the wave as sin(kz−γ), so that γ = kb. Then

(2/K²) ∫₀^K kγ dk = 2bK/3 = π/4.

Section 3 shows that this value survives for a soft, self-consistent surface. Two other features do not. The hard wall has an infinite work function, and its potential is not generated by its own charge.

**2. The self-consistent problem**

The background is n₊ = n̄ for z < 0 and zero for z > 0, with n̄ = 3/(4πr_s³). The electrons obey the Kohn-Sham equations in the local density approximation (LDA), with Dirac exchange and Wigner correlation, ε_c = −0.44/(r_s+7.8). Let v be the electrostatic potential energy of an electron and u = v + v_xc(n) the effective potential. Since electrons repel electrons,

v″ = −4π(n−n₊).   (2)

Set the Fermi level to zero. The bulk band bottom is then u_b = −K²/2, and

v(−∞) = −μ̄,   μ̄ = K²/2 + v_xc(n̄).

Removing an electron from the Fermi level to rest in vacuum, where v_xc = 0, costs

Φ = v(∞) = D − μ̄,   D = v(∞) − v(−∞).   (3)

D is the electrostatic barrier produced by the whole surface charge: the electrons that spill past the background edge and the changed density just inside it. μ̄ is a bulk quantity.

**3. Phase-shift sum rule**

Write w = u−u_b. The normal equation is ψ″ = −(k²−2w)ψ, with ψ → sin(kz−γ) inside. Differentiating with respect to k, denoted by a dot, gives

ψ̇″ = −(k²−2w)ψ̇ − 2kψ.

Hence (ψ′ψ̇ − ψψ̇′)′ = ψ″ψ̇ − ψψ̇″ = 2kψ². Integrate from −L, deep in the metal, to vacuum, where ψ vanishes:

2k ∫ψ²dz = −(ψ′ψ̇ − ψψ̇′) at z = −L.

There, with θ = −kL−γ and θ̇ = −(L+γ̇),

ψ = sin θ,  ψ′ = k cos θ,  ψ̇ = θ̇ cos θ,  ψ̇′ = cos θ − kθ̇ sin θ.

The bracket equals kθ̇ − sin θ cos θ, so

∫ψ²dz = (L+γ̇)/2 − sin(2kL+2γ)/(4k).   (4)

Insert this in (1). The L term gives n̄L, which the background cancels. The γ̇ term is integrated by parts; its boundary terms vanish because K²−k² is zero at K and γ(0) = 0 (as k → 0 the wave in the flat bulk region becomes a straight line proportional to z−z₀, so γ ≈ kz₀):

(1/2π²) ∫(K²−k²)γ̇ dk = (1/π²) ∫kγ dk.

In the last term, the part containing cos(2kL) sin(2γ)/k has a finite coefficient and averages to zero as L grows. The part containing sin(2kL)/k gives K²π/2, as in Section 1. The excess electron number per area is therefore

Q = (1/π²) [ ∫₀^K kγ dk − πK²/8 ].   (5)

Neutrality, Q = 0, gives

S ≡ (2/K²) ∫₀^K kγ dk = π/4.   (6)

The derivation assumes that no state is bound at the surface below the bulk band. Such a state would add its own charge.

Equation (5) was tested on the wall 2w/K² = exp(2Kz), whose phase is known analytically. In units of n̄/K, direct counting gives −0.88095 and the phases give −0.88077. The difference, 1.8×10⁻⁴, is compatible with the finite counting depth: for large Ks the hard-wall density oscillates as 3cos(2Ks)/(2Ks)² relative to n̄, and cutting such a tail at Ks = 40 omits up to about 3/(8·40²) = 2.3×10⁻⁴.

**4. Budd-Vannimenus theorem**

This check concerns forces. For one state define

P = ψ′² + (k²−2w)ψ².

Using the wave equation, P′ = −2u′ψ². Inside the metal P = k²; in vacuum P = 0. Thus ∫u′ψ²dz = k²/2, and summing with (1) gives

∫n u′ dz = (1/2π²)(K⁵/3 − K⁵/5) = K⁵/(15π²) = n̄K²/5.

This is the kinetic pressure of the bulk gas. For exchange and correlation, v_xc = d(nε_xc)/dn implies n dv_xc = d(nv_xc − nε_xc). Integrating from bulk to vacuum,

∫n v_xc′ dz = −n̄[v_xc(n̄) − ε_xc(n̄)] = −n̄² dε_xc/dn̄.

From (2), (n−n₊)v′ = −(v′²)′/(8π), whose integral is zero because the field vanishes on both sides. Hence

∫n v′ dz = ∫n₊v′ dz = n̄[v(0) − v(−∞)].

Since u′ = v′ + v_xc′, and K²/5 = n̄ d(3K²/10)/dn̄,

v(0) − v(−∞) = n̄ dε/dn̄,   ε = 3K²/10 + ε_xc.   (7)

The right side needs no surface calculation. It must use the same ε_xc as the surface potential.

Neither (6) nor (7) contains Φ. A wrong functional used consistently in ε_xc and v_xc passes both. They test the solution of the chosen model, not the accuracy of LDA or of jellium.

**5. The iteration**

Given u, the wave equation gives n. If this n is put directly into (2), a small charge error with wave number q produces a potential error proportional to 1/q². The cure is to solve for a correction δ with a screening term:

v = u − v_xc(n[u])
R = v″ + 4π(n−n₊)
δ″ − κ²δ = −R
u ← u + δ.   (8)

Writing v_new = v+δ shows that this is a screened Poisson equation,

v_new″ − κ²v_new = −4π(n−n₊) − κ²v.

When δ = 0 the screening terms cancel and (2) holds, whatever κ is. Screening changes the route, not the solution.

A suitable κ follows from Thomas-Fermi theory. With a local Fermi wave number p, n = p³/(3π²) and p²/2 = −u. Hence dn/du = −p/π², and the linearized Poisson equation has

κ² = 4p/π = (4/π)(3π²n)^{1/3}.   (9)

**6. Stability**

Take a uniform gas and an error δu of wave number q. Let κ₀² = 4K/π, and write the density response as

δn = −(κ₀²/4π) F(q) δu,

where F(0) = 1 and 0 ≤ F ≤ 1 for the free-electron response. Let a = (κ₀²/4π)|dv_xc/dn|. Because dv_xc/dn is negative, δv_xc = aFδu and δv = (1−aF)δu. Therefore

R = −[q²(1−aF) + κ₀²F] δu,
δ = −{[q²(1−aF) + κ₀²F]/(q²+κ²)} δu.

One iteration multiplies the error by

M = [κ² − κ₀²F + q²aF]/(q²+κ²).   (10)

Without screening, M = aF − κ₀²F/q², which diverges at long wavelength. With κ = κ₀ and t = q²/κ₀²,

M = [(1−F) + aFt]/(1+t).

This is never negative, and M < 1 is equivalent to t(1−aF) + F > 0. That is also the condition for the linearized system to resist a density wave: the second-order energy of a wave δn is proportional to 4π/(κ₀²F) + 4π/q² + dv_xc/dn (kinetic, Coulomb and xc parts), and multiplying this by κ₀²Ft/(4π) gives t + F − aFt. In the uniform gas, the iteration thus converges whenever the gas itself is stable on its fixed background. At a surface this is guidance, not a proof.

The condition matters at low density. The tabulated μ̄ rises from −0.08783 to −0.08716 Ha between r_s = 5.5 and 6, so dμ̄/dn̄ is negative there. Since dμ̄/dn̄ = (4π/κ₀²)(1−a), this means a > 1. The term F keeps long waves stable, and the calculation at r_s = 6 converges.

The unscreened growth can be predicted for a definite error. In x = Kz, let the metal have depth X and perturb u by sin(πs/X), where s = x+X. For a long wave F ≈ 1, and the xc part of the response is negligible beside the electrostatic one. The correction obeys

δ_ss = c sin(πs/X),   c = κ₀²/K² = 4/(πK),

with δ = 0 at s = 0 and zero slope at the metal edge. Two integrations give

δ = −c[(X²/π²) sin(πs/X) + (X/π)s].

Its magnitude at the edge is cX²/π. For r_s = 4, K = 0.47979 and X = 40, so c = 2.654 and the predicted amplification is 1.35×10³. The measured factor is 1351.9. With screening, the same error shrinks to 0.018 of its size in one step.

Vacuum poses the opposite difficulty. There F = 0, and a uniform κ₀ gives M = κ₀²/(q²+κ₀²), close to one for long waves. In a vacuum of length 16/K, held at the metal side and with zero slope outside, the slowest mode has q/K = π/32. For r_s = 4 this gives M = 0.996, or more than 600 steps per factor of ten. The local κ in (9) fades with the density and greatly weakens this brake. It does not remove it: κ² falls only as n^{1/3}, so the electron tail is still overscreened, and the fraction 0.0026 quoted next is about 0.74 per step, close to the overall rate of 0.76 found in Section 10. For an imposed error of shape 1−exp(−x/2), read at the outer end, 20 steps leave a fraction 0.993 with uniform κ and 0.0026 with local κ. The slowest mode alone would keep M²⁰ ≈ 0.93. The imposed shape also contains higher modes, which enter the end value with alternating signs and decay faster. The largest of them is negative, so its decay partly offsets the loss in the slowest mode.

**7. Discretization**

With x = Kz, W = 2(u−u_b)/K² and k measured in units of K from here on, the wave equation is ψ_xx = fψ, f = W−k². Taylor expansion gives

ψ₊ + ψ₋ − 2ψ₀ = h²ψ₀″ + h⁴ψ₀⁗/12 + O(h⁶).

Replace h²ψ₀⁗ by ψ₊″+ψ₋″−2ψ₀″ and use ψ″ = fψ. With g = 1−h²f/12 and y = gψ, Numerov's recurrence for inward integration is

y₋ = (12/g₀ − 10)y₀ − y₊.   (11)

Inward integration is the stable direction: in the barrier region the solution wanted grows and an admixture of the other one dies out, while in the metal both solutions only oscillate. At the inner end u is pinned to u_b, and one further point is taken in the flat potential beyond it. If A is the amplitude and θ = −kX−γ the phase at the end point, then

A sin θ = ψ₀,   A cos θ = [ψ₀ cos(kh) − ψ₋]/sin(kh).   (12)

These fix both the normalization and γ. The phase is known modulo π, and is made continuous in k starting from γ(0) = 0.

Poisson's equation becomes v_xx = −(4K/3π)(n/n̄ − B), since 4πn̄/K² = 4K/(3π). Its second difference is

v₊ − 2v₀ + v₋ = −h²(4K/3π)[(n₋+10n₀+n₊)/(12n̄) − B₀].   (13)

In this equation alone n₊ and n₋ are neighbouring values of the electron density. B₀ is 1 in the metal, 0 in vacuum and 1/2 at the edge node. The value 1/2 follows from the identity v₊−2v₀+v₋ = ∫(h−|s|)v_xx ds over −h < s < h: a constant source on one side contributes half of h².

The scheme for one r_s is:

    choose a smooth u rising from u_b to a trial Φ
    repeat
        for each Gauss-Legendre node k in (0,1):
            integrate y inward by (11)
            obtain A and γ from (12); normalize ψ
        n/n̄ = 3 Σ weight·(1−k²)·ψ²
        v = u − v_xc(n)
        R = second difference of v + h²(4K/3π)(source)
        κ² = [4/(πK)]·(n/n̄)^(1/3)
        solve (second difference − h²κ²) δ = −R
            with δ = 0 inside and zero field outside
        if max|δ| < tolerance: stop
        u = u + δ·min(1, 0.05 Ha / max|δ|)
    Φ = v at the outer end
    check S = π/4 and equation (7)

The work per iteration is proportional to N_x N_k for the waves and N_x for the tridiagonal solve. Here N_x = 56/0.05+1 = 1121 and N_k = 48, or about 5.4×10⁴ recurrence steps for each r_s. Storing all waves takes the same number of values.

**8. What the cut-off does to the checks**

At the inner end the density still oscillates: n = n̄+η. One might expect an error of order η in (7), but it cancels. With u pinned at −X and flat beyond, the kinetic balance is unchanged. The lower limit of the xc integral changes its pressure term by n̄v_xc′(n̄)η, where in this section the prime means d/dn. At the same time, pinning u makes v(−X) = −μ̄ − v_xc′(n̄)η, which adds the same quantity to n̄[v(0)−v(−X)]. The two cancel to first order. What remains is of order η² or the squared end field. This is why the reference value in (7) should be −μ̄, not the last grid value of v.

The sum rule also does better than a sharply cut hard-wall tail suggests. By (5), an excess ΔN in units of n̄/K changes S by 2ΔN/3, so the earlier estimate of 2.3×10⁻⁴ would mean about 1.5×10⁻⁴ in S. The results agree with π/4 to all five printed decimals. The reason for this closer agreement was not analysed.

**9. Results for r_s from 2 to 6**

Take r_s = 4. The starting potential has S = 0.33605. From (5), its electron excess is (3/2)(0.33605−0.78540) = −0.674 in units of n̄/K: the start is far from neutral, and the sum rule detects it. The converged value is 0.78540.

The theorem (7) is equally specific. The kinetic term is K²/5 = 2(0.11510)/5 = 0.04604 Ha. The full derivative n̄dε/dn̄ is 0.003646 Ha, so exchange and correlation contribute −0.04239 Ha. The surface calculation returns the same 0.003646 Ha for v(0)−v(−∞). The work function is

Φ = D − μ̄ = 0.03363 + 0.07912 = 0.11275 Ha = 3.07 eV.

The model work functions are:

    r_s    Φ (eV)
    2.0    3.89
    2.5    3.72
    3.0    3.50
    3.5    3.28
    4.0    3.07
    4.5    2.88
    5.0    2.71
    5.5    2.56
    6.0    2.42

Over the whole range Φ changes much less than D, because −μ̄ moves the other way. From r_s = 2 to 6 the barrier D falls by 0.24982−0.00175 = 0.24807 Ha, while −μ̄ rises by 0.10700+0.08716 = 0.19416 Ha. Their difference is the fall in Φ, 0.0539 Ha. Most of this cancellation occurs at high density: from r_s = 4 to 6, D falls by 0.03188 Ha while −μ̄ rises by only 0.00804 Ha, and from 5.5 to 6 both terms lower Φ. At r_s = 2 the barrier is what binds the electrons, since μ̄ is positive. At r_s = 6 nearly all of Φ comes from −μ̄.

The edge potential v(0)−v(−∞) changes sign between r_s = 4 and 4.5. By (7), this is where the bulk pressure n̄²dε/dn̄ passes through zero. At lower density the uniform gas is under tension, and the potential at the edge lies below its bulk value. For the tabulated densities from r_s = 4.5 to 6, the total barrier D is nevertheless still positive.

The density oscillation becomes stronger as the gas becomes dilute. Its highest value is 1.008n̄ at r_s = 2 and 1.150n̄ at r_s = 6, while the edge density falls from 0.452n̄ to 0.364n̄.

**10. Convergence and failure modes**

For r_s = 4, max|δ| falls from 3.5×10⁻⁵ to 1.3×10⁻⁷ Ha between 20 and 40 corrections. This is an average factor of 0.76 per step. A geometric tail with that factor leaves an error about 1/(1−0.76) ≈ 4 times the next correction. Indeed, after 20 corrections the vacuum level is still 1.2×10⁻⁴ Ha above its value after 40, although the next correction is only 3.5×10⁻⁵ Ha. The stopping tolerance must therefore be smaller than the error wanted in Φ. All nine densities meet a tolerance of 10⁻⁹ Ha in 63 iterations.

Changing the step from 0.05 to 0.10, the depth from 40 to 30 and N_k from 48 to 40 together moves Φ by at most 3.6×10⁻⁸ Ha. This measures the combined effect of the three changes; the vacuum length was not varied. Independent phases from diagonalization in a box agree within 2.0×10⁻⁴ rad at r_s = 4.

The following conditions need attention:

- Too few k nodes. At depth X, ψ² contains cos(2kX). Mapping k from (0,1) to (−1,1) gives an oscillation of frequency X, so the exactness degree 2N_k−1 of the quadrature must exceed X for the density alone. This is not enough for the iteration: the change of ψ² caused by a change of u is a product of four waves and contains terms up to cos(4kX), which points to 2N_k−1 > 2X. Both grids used here meet this (95 against 80, and 79 against 60). A deeper grid needs more nodes.
- A vacuum level at or below the Fermi level during iteration. The highest states then no longer decay outward, and the starting values of (11) are wrong. A positive trial Φ avoids this in the first iteration. The step limit bounds how far the level can fall in one iteration, but does not by itself keep it above the Fermi level.
- A surface-bound state below the bulk band. It must be added to the density, and (6) must be changed.
- A vacuum region that is too short. The outer condition then cuts into the electron tail and disturbs D.
- A density for which the uniform gas is unstable. The stability argument of Section 6 no longer applies.

The physical limits are separate. Jellium has no crystal faces, so it cannot describe the dependence of Φ on orientation. In LDA, v_xc follows n^{1/3} at low density and dies exponentially outside, so the long-range image attraction is absent. Passing (6) and (7) corrects neither omission. The numerical output that follows gives the remaining intermediate values.

Table of computed values

```
Grid in x = kF*z: step 0.05, depth 40, vacuum 16, k points 48
Check grid: step 0.10, depth 30, k points 40
Exponential wall: largest phase error 5.5e-07 rad
  excess charge/(nbar/kF): counted -0.88095, from phases -0.88077
  force/(nbar*kF^2): 0.200000 (expected 1/5)
Iterations for all r_s together: 63
r_s = 4: kF 0.47979 1/bohr, nbar 0.003730 1/bohr^3, EF 0.11510 Ha
r_s = 4 history: corrections done, v(vacuum) Ha, next max|delta| Ha
    0  0.120001  3.2e-02
    5  0.119886  2.3e-03
   10  0.114676  5.6e-04
   20  0.112873  3.5e-05
   40  0.112752  1.3e-07
r_s = 4 phase sum: start 0.33605, end 0.78540 rad
Work function: r_s, mu_bulk Ha, barrier D Ha, Phi Ha, Phi eV
  2.0    0.10700   0.24982  0.14282  3.886
  2.5    0.00412   0.14081  0.13669  3.719
  3.0   -0.04352   0.08509  0.12861  3.500
  3.5   -0.06716   0.05325  0.12042  3.277
  4.0   -0.07912   0.03363  0.11275  3.068
  4.5   -0.08495   0.02085  0.10579  2.879
  5.0   -0.08736   0.01218  0.09954  2.709
  5.5   -0.08783   0.00611  0.09394  2.556
  6.0   -0.08716   0.00175  0.08892  2.420
Checks: r_s, phase sum rad, v(0)-v(-inf) Ha, n*deps/dn Ha
  2.0  0.78540   0.104743   0.104743
  2.5  0.78540   0.053316   0.053317
  3.0  0.78540   0.027169   0.027169
  3.5  0.78540   0.012478   0.012478
  4.0  0.78540   0.003646   0.003646
  4.5  0.78540  -0.001924  -0.001924
  5.0  0.78540  -0.005555  -0.005555
  5.5  0.78540  -0.007976  -0.007976
  6.0  0.78540  -0.009612  -0.009612
pi/4 = 0.78540 rad
Density/nbar: r_s, at the edge, highest value
  2.0  0.4521  1.0077
  4.0  0.4056  1.0864
  6.0  0.3636  1.1501
Dipole quadrature: largest difference 1.1e-07 Ha
Box diagonalization, r_s = 4: 13 levels, phase error 2.0e-04 rad
Metal error after 1 step, r_s = 4: unscreened x1351.9, screened x0.018
Vacuum error left after 20 steps: uniform 0.993, local 0.0026
Largest change of Phi on the check grid: 3.6e-08 Ha
```
